# Earth's effective emission temperature from the global energy balance: a program that tests the result

```python
# Result under test: a planet in steady state under solar flux S with Bond
# albedo A has the effective emission temperature
#     T_e = [S (1 - A) / (4 sigma)]**(1/4),
# sigma being the Stefan-Boltzmann constant. SI units throughout.
# T_e is the temperature of a black body that emits the planet's mean flux.
# Also tested: photon origin of sigma T^4, stability, sensitivity, the mean
# temperature without heat transport, a one-layer atmosphere, and the size
# of effects that the simple balance neglects.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

h, c, kB, sigma = const.h, const.c, const.k, const.sigma
S, A = 1361.0, 0.30
year = 365.25 * 86400.0


def emission_temperature(solar, albedo):
    return (solar * (1 - albedo) / (4 * sigma)) ** 0.25


Te = emission_temperature(S, A)
F = S * (1 - A) / 4

# --- Sunlight on a sphere: sum over the whole surface, night side dark ---
n_lat, n_lon = 800, 1600
lat = (np.arange(n_lat) + 0.5) * np.pi / n_lat - np.pi / 2
lon = (np.arange(n_lon) + 0.5) * 2 * np.pi / n_lon - np.pi
LAT, LON = np.meshgrid(lat, lon, indexing="ij")
weight = np.cos(LAT)
weight /= weight.sum()
cos_sun = np.maximum(0.0, np.cos(LAT) * np.cos(LON))
mean_sun = S * np.sum(weight * cos_sun)
assert abs(mean_sun / (S / 4) - 1) < 1e-5

# Local albedo must be weighted by sunlight, not by area
local_albedo = 0.2 + 0.3 * np.sin(LAT) ** 2
area_albedo = np.sum(weight * local_albedo)
bond_albedo = (np.sum(weight * cos_sun * local_albedo)
               / np.sum(weight * cos_sun))
assert abs(area_albedo - 0.3) < 1e-5
assert abs(bond_albedo - 0.275) < 1e-5

# --- Photon modes: count wave vectors of a periodic box, 2 polarizations ---
radius = 40.5  # k L / (2 pi)
m = np.arange(-41, 42)
m2 = m[:, None, None]**2 + m[None, :, None]**2 + m[None, None, :]**2
counted_modes = 2 * np.count_nonzero(m2 <= radius**2)
k_times_L = 2 * np.pi * radius
assert abs(counted_modes / (k_times_L**3 / (3 * np.pi**2)) - 1) < 5e-3

# Mean thermal energy of one mode, in units of kT, from its level sum
x_test = 1.3
levels = np.arange(200)
boltz = np.exp(-levels * x_test)
mean_energy = np.sum(levels * x_test * boltz) / boltz.sum()
assert abs(mean_energy - x_test / np.expm1(x_test)) < 1e-12


# --- Black-body flux by integration over direction and frequency ---
def radiance(nu, T):
    return 2 * h * nu**3 / c**2 / np.expm1(h * nu / (kB * T))


angle_factor = quad(lambda t: 2 * np.pi * np.cos(t) * np.sin(t),
                    0, np.pi / 2)[0]


def black_flux(T):
    scale = kB * T / h
    spectral = quad(lambda x: radiance(x * scale, T) * scale, 0, 60)[0]
    return angle_factor * spectral


planck_integral = quad(lambda x: x**3 / np.expm1(x), 0, 60)[0]
assert abs(planck_integral - np.pi**4 / 15) < 1e-8
sigma_formula = 2 * np.pi**5 * kB**4 / (15 * c**2 * h**3)
assert abs(black_flux(300.0) / (sigma_formula * 300.0**4) - 1) < 1e-7
assert abs(sigma_formula / sigma - 1) < 1e-7

# Main result: balance the summed sunlight against the integrated emission
Te_numeric = brentq(lambda T: black_flux(T) - (1 - A) * mean_sun, 100, 500)
assert abs(Te_numeric - Te) < 2e-3
assert abs(Te - 255) < 1


# --- Spectral separation of sunlight and terrestrial emission ---
def fraction_longer(wavelength, T):
    x_cut = h * c / (wavelength * kB * T)
    return quad(lambda x: x**3 / np.expm1(x), 0, x_cut)[0] * 15 / np.pi**4


T_sun, cut = 5800.0, 4e-6
sun_long = fraction_longer(cut, T_sun)
earth_short = 1 - fraction_longer(cut, Te)
assert sun_long < 0.02 and earth_short < 0.02
peak_um = minimize_scalar(
    lambda u: -u**-5 / np.expm1(h * c / (u * 1e-6 * kB * Te)) * 1e5,
    bounds=(3, 40), method="bounded", options={"xatol": 1e-7}).x
wien = const.physical_constants[
    "Wien wavelength displacement law constant"][0]
assert abs(peak_um * 1e-6 * Te / wien - 1) < 1e-4

# --- Stability and relaxation with a rough 50 m ocean layer ---
depth, water_heat = 50.0, 4.2e6
C = depth * water_heat
slope = 4 * sigma * Te**3
tau = C / slope


def evolve(T0, duration, forcing=lambda t: F, **options):
    return solve_ivp(lambda t, T: (forcing(t) - sigma * T**4) / C,
                     (0, duration), [T0], rtol=1e-9, atol=1e-9, **options)


for start in (100.0, 400.0):
    assert abs(evolve(start, 40 * year).y[0, -1] - Te) < 1e-3
left = (evolve(Te + 0.1, tau).y[0, -1] - Te) / 0.1
assert abs(left - np.exp(-1)) < 2e-3

# --- Sensitivity: derivative formula against finite differences ---
dT_dS = Te / (4 * S)
dT_dA = -Te / (4 * (1 - A))
fd_S = (emission_temperature(S + 1, A) - emission_temperature(S - 1, A)) / 2
fd_A = (emission_temperature(S, A + 1e-4)
        - emission_temperature(S, A - 1e-4)) / 2e-4
assert abs(fd_S / dT_dS - 1) < 1e-5
assert abs(fd_A / dT_dA - 1) < 1e-5

# --- Planet without heat transport or storage: local balance everywhere ---
T_local = (S * (1 - A) * cos_sun / sigma) ** 0.25
mean_T_local = np.sum(weight * T_local)
emitted_local = np.sum(weight * sigma * T_local**4)
assert abs(mean_T_local / (2 * np.sqrt(2) / 5 * Te) - 1) < 1e-3
assert abs(emitted_local / F - 1) < 1e-5
T_no_factor = (S * (1 - A) / sigma) ** 0.25
T_factor_two = (S * (1 - A) / (2 * sigma)) ** 0.25


# --- One infrared-absorbing layer: run both heat budgets to rest ---
def layer_rest(eps):
    def rate(t, T):
        surface, layer = sigma * T[0]**4, sigma * T[1]**4
        return [(F + eps * layer - surface) / 1e7,
                (eps * surface - 2 * eps * layer) / 1e7]
    run = solve_ivp(rate, (0, 1e9), [250.0, 250.0], method="Radau",
                    rtol=1e-8, atol=1e-8)
    return run.y[:, -1]


def surface_temperature(eps):
    return Te / (1 - eps / 2) ** 0.25


T_surface = 288.0
surface_flux = sigma * T_surface**4
eps_needed = 2 * (1 - F / surface_flux)
for eps in (0.5, eps_needed, 1.0):
    Ts, Ta = layer_rest(eps)
    outgoing = (1 - eps) * sigma * Ts**4 + eps * sigma * Ta**4
    assert abs(Ts - surface_temperature(eps)) < 1e-3
    assert abs(outgoing / F - 1) < 1e-5
    if eps == eps_needed:
        assert abs(Ts - T_surface) < 1e-3
        T_layer = Ta

# --- Neglected: elliptic orbit ---
ecc = 0.0167
mean_anomaly = (np.arange(2000) + 0.5) * 2 * np.pi / 2000
E = mean_anomaly.copy()
for _ in range(20):
    E -= (E - ecc * np.sin(E) - mean_anomaly) / (1 - ecc * np.cos(E))
orbit_factor = np.mean((1 - ecc * np.cos(E)) ** -2)
assert abs(orbit_factor - 1 / np.sqrt(1 - ecc**2)) < 1e-9
dT_orbit = Te * (orbit_factor**0.25 - 1)
T_near = emission_temperature(S / (1 - ecc)**2, A)
T_far = emission_temperature(S / (1 + ecc)**2, A)
swing = Te * ecc / 2
assert abs((T_near - T_far) / 2 / swing - 1) < 1e-3
omega = 2 * np.pi / year
damped = swing / np.sqrt(1 + (omega * tau)**2)
last_year = np.linspace(29 * year, 30 * year, 401)
seasonal = evolve(Te, 30 * year,
                  lambda t: F * (1 + 2 * ecc * np.cos(omega * t)),
                  t_eval=last_year, max_step=0.02 * year).y[0]
assert abs(np.ptp(seasonal) / 2 / damped - 1) < 0.01

# --- Neglected: oblateness (Sun over the equator) and raised emission ---
flat = 1 / 298.0
b = 1 - flat  # polar radius over equatorial radius
area = 2 * np.pi * quad(lambda q: np.cos(q) * np.sqrt(
    np.sin(q)**2 + b**2 * np.cos(q)**2), -np.pi / 2, np.pi / 2)[0]
oblate_factor = 4 * np.pi * b / area
assert abs(oblate_factor - (1 - flat / 3)) < 2e-5
dT_oblate = Te * (oblate_factor**0.25 - 1)
lapse, R_km = 6.5, 6371.0
height = (T_surface - Te) / lapse
dT_height = Te * ((1 + height / R_km) ** -0.5 - 1)

# --- Neglected: heat uptake, geothermal heat, albedo error, emissivity ---
uptake, geothermal = 1.0, 0.09
dT_uptake = ((F - uptake) / sigma) ** 0.25 - Te
dT_geo = ((F + geothermal) / sigma) ** 0.25 - Te
dT_albedo = emission_temperature(S, A + 0.01) - Te
grey = 0.95
dT_grey = (F / (grey * sigma)) ** 0.25 - Te


def show(label, value, digits, unit=""):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("solar constant S", S, 0, "W/m2")
show("Bond albedo A", A, 2)
print(f"Stefan-Boltzmann constant: {sigma:.6e} W/(m2 K4)")
show("mean sunlight S/4", S / 4, 2, "W/m2")
show("absorbed = emitted flux F", F, 2, "W/m2")
print(f"F/sigma: {F / sigma:.5e} K4")
show("effective temperature T_e", Te, 2, "K")
show("T_e in Celsius", Te - const.zero_Celsius, 2, "C")
show("T_e from full numerical balance", Te_numeric, 2, "K")
show("black-body peak wavelength at T_e", peak_um, 2, "um")
show("error: factor 4 omitted", T_no_factor, 1, "K")
show("error: factor 2 for 4", T_factor_two, 1, "K")
show("patterned albedo, area mean", area_albedo, 3)
show("patterned albedo, Bond value", bond_albedo, 3)
show("T_e with that Bond value",
     emission_temperature(S, bond_albedo), 2, "K")
show("solar black-body temperature (rough)", T_sun, 0, "K")
show("band limit", cut * 1e6, 1, "um")
show("solar share beyond limit", 100 * sun_long, 2, "%")
show("T_e black-body share below limit", 100 * earth_short, 3, "%")
show("ocean layer (rough)", depth, 0, "m")
print(f"heat capacity per volume: {water_heat:.1e} J/(m3 K)")
print(f"heat capacity per area C: {C:.2e} J/(m2 K)")
show("restoring slope 4 sigma T_e^3", slope, 3, "W/(m2 K)")
show("relaxation time tau", tau / year, 2, "years")
show("dT_e/dS", dT_dS, 4, "K per W/m2")
show("dT_e/dA times 0.01", 0.01 * dT_dA, 3, "K")
show("mean T, no transport or storage", mean_T_local, 1, "K")
show("surface temperature (rough)", T_surface, 0, "K")
show("black surface emission", surface_flux, 1, "W/m2")
show("surface emission minus F", surface_flux - F, 1, "W/m2")
show("layer absorptivity needed", eps_needed, 3)
show("layer temperature then", T_layer, 1, "K")
show("surface T for absorptivity 1", surface_temperature(1.0), 1, "K")
show("lapse rate (rough)", lapse, 1, "K/km")
show("emission height (rough)", height, 1, "km")
show("orbital eccentricity", ecc, 4)
show("shift, orbit-mean sunlight", dT_orbit, 4, "K")
show("instant-balance T_e at perihelion", T_near, 2, "K")
show("instant-balance T_e at aphelion", T_far, 2, "K")
show("orbital swing, undamped amplitude", swing, 2, "K")
show("orbital swing, damped amplitude", damped, 2, "K")
show("inverse flattening 1/f", 1 / flat, 0)
show("shift, oblateness at equinox", dT_oblate, 3, "K")
show("planet radius", R_km, 0, "km")
show("shift, raised emission level", dT_height, 3, "K")
show("heat uptake (rough)", uptake, 1, "W/m2")
show("shift, heat uptake", dT_uptake, 3, "K")
show("geothermal flux (rough)", geothermal, 2, "W/m2")
show("shift, geothermal heat", dT_geo, 3, "K")
show("shift, albedo higher by 0.01", dT_albedo, 3, "K")
show("grey emissivity tried", grey, 2)
show("grey emitter temperature minus T_e", dT_grey, 2, "K")
print("tests ok")
```

Running it gives:

```
solar constant S: 1361 W/m2
Bond albedo A: 0.30
Stefan-Boltzmann constant: 5.670374e-08 W/(m2 K4)
mean sunlight S/4: 340.25 W/m2
absorbed = emitted flux F: 238.17 W/m2
F/sigma: 4.20034e+09 K4
effective temperature T_e: 254.58 K
T_e in Celsius: -18.57 C
T_e from full numerical balance: 254.58 K
black-body peak wavelength at T_e: 11.38 um
error: factor 4 omitted: 360.0 K
error: factor 2 for 4: 302.7 K
patterned albedo, area mean: 0.300
patterned albedo, Bond value: 0.275
T_e with that Bond value: 256.82 K
solar black-body temperature (rough): 5800 K
band limit: 4.0 um
solar share beyond limit: 0.96 %
T_e black-body share below limit: 0.040 %
ocean layer (rough): 50 m
heat capacity per volume: 4.2e+06 J/(m3 K)
heat capacity per area C: 2.10e+08 J/(m2 K)
restoring slope 4 sigma T_e^3: 3.742 W/(m2 K)
relaxation time tau: 1.78 years
dT_e/dS: 0.0468 K per W/m2
dT_e/dA times 0.01: -0.909 K
mean T, no transport or storage: 144.0 K
surface temperature (rough): 288 K
black surface emission: 390.1 W/m2
surface emission minus F: 151.9 W/m2
layer absorptivity needed: 0.779
layer temperature then: 242.2 K
surface T for absorptivity 1: 302.7 K
lapse rate (rough): 6.5 K/km
emission height (rough): 5.1 km
orbital eccentricity: 0.0167
shift, orbit-mean sunlight: 0.0089 K
instant-balance T_e at perihelion: 256.73 K
instant-balance T_e at aphelion: 252.48 K
orbital swing, undamped amplitude: 2.13 K
orbital swing, damped amplitude: 0.19 K
inverse flattening 1/f: 298
shift, oblateness at equinox: -0.071 K
planet radius: 6371 km
shift, raised emission level: -0.103 K
heat uptake (rough): 1.0 W/m2
shift, heat uptake: -0.268 K
geothermal flux (rough): 0.09 W/m2
shift, geothermal heat: 0.024 K
shift, albedo higher by 0.01: -0.914 K
grey emissivity tried: 0.95
grey emitter temperature minus T_e: 3.29 K
tests ok
```
